\section{Crossover twist for domain formation}

Before computing the electronic structure of a twisted bilayer, one must choose its atomic positions. Two rigidly rotated lattices may serve, or a small calculated displacement may have to be added, or the structure may have to be minimized in full because it has broken up into domains. The choice depends on how the twist angle $\theta$ compares with a crossover angle $\theta_*$ set by the stacking energy and the shear stiffness. This angle follows from an energy balance, but it is not a sharp threshold: in the model below some relaxation lowers the energy at every finite twist.

\subsection{Energy of a twisted bilayer}

Take two identical layers with a triangular Bravais lattice of constant $a$, turned relative to each other by a small angle $\theta$ in radians. Let $\mathbf u(\mathbf r)$ be the displacement of layer 1 relative to layer 2 beyond the rigid rotation, shared equally as $\pm\mathbf u/2$. To leading order in $\theta$ the local offset of the lattices is
\begin{equation}
\mathbf b(\mathbf r)=\theta\,\hat{\mathbf z}\times\mathbf r+\mathbf u(\mathbf r).
\label{offset}
\end{equation}
The rigid pattern repeats when $\theta\,\hat{\mathbf z}\times\mathbf r$ changes by a lattice vector. The moir\'e period and cell area are therefore
\begin{equation}
L=\frac{a}{\theta},\qquad A=\frac{\sqrt3}{2}L^2 .
\label{period}
\end{equation}

For the stacking energy per area we keep the first harmonics,
\begin{equation}
V(\mathbf b)=2V_1\sum_{j=1}^{3}\cos\alpha_j,\qquad \alpha_j=\mathbf G_j\cdot\mathbf b,\qquad V_1>0,
\label{stack}
\end{equation}
where the $\mathbf G_j$ are reciprocal vectors at $120^\circ$ to each other, with $\sum_j\mathbf G_j=0$ and $G=4\pi/(\sqrt3a)$. The interlayer distance is assumed to follow the local stacking, and its effect is contained in $V$. Bending energy, a substrate, external strain and temperature are left out.

Since $\alpha_3=-(\alpha_1+\alpha_2)$, expanding the square modulus gives
\begin{equation}
\left|1+e^{i\alpha_1}+e^{-i\alpha_2}\right|^2
=3+2\sum_j\cos\alpha_j=3+\frac{V}{V_1}.
\label{square}
\end{equation}
Hence $V\ge-3V_1$. The minimum is reached when all $\alpha_j$ equal $2\pi/3$ (AB) or $4\pi/3$ (BA), modulo $2\pi$. The maximum, AA, has $V=6V_1$. In the rigid bilayer each cosine averages to zero over a cell, so the rigid energy is zero and complete AB/BA domains would gain $3V_1$ per area.

A layer with displacement $\mathbf v$ has elastic energy density $\frac12[\lambda(\nabla\cdot\mathbf v)^2+2\mu\,\varepsilon_{ij}\varepsilon_{ij}]$, where $\varepsilon_{ij}=(\partial_iv_j+\partial_jv_i)/2$ and repeated indices are summed. Inserting $\mathbf v=\pm\mathbf u/2$ and adding the layers gives
\begin{equation}
e_{\rm el}=\frac14\left[\lambda(\nabla\cdot\mathbf u)^2+2\mu\,\varepsilon_{ij}(\mathbf u)\varepsilon_{ij}(\mathbf u)\right].
\label{elastic}
\end{equation}
The rotation in \eqref{offset} has no symmetric strain, so $\mathbf u$ may be replaced by $\mathbf b$ here. To average over a cell, write $2\varepsilon_{ij}\varepsilon_{ij}=\partial_iu_j\partial_iu_j+\partial_iu_j\partial_ju_i$. For periodic $\mathbf u$, two integrations by parts turn the average of the last term into $\langle(\nabla\cdot\mathbf u)^2\rangle$. The total energy per area is then
\begin{equation}
E=\left\langle\frac{\mu}{4}|\nabla\mathbf u|^2+\frac{\lambda+\mu}{4}(\nabla\cdot\mathbf u)^2+V(\mathbf b)\right\rangle .
\label{total}
\end{equation}

Measure $\mathbf u$ in units of $a$ and $\mathbf r$ in units of $L$. Each gradient of $\mathbf u$ then carries a factor $\theta$, and $E/V_1$ depends only on $\lambda/\mu$ and
\begin{equation}
x=\theta\sqrt{\mu/V_1}.
\label{scaled}
\end{equation}

\subsection{Why relaxation has no threshold}

Start from the rigid bilayer and apply $\mathbf u=-\eta\,\partial V/\partial\mathbf b$ with small $\eta>0$. The stacking energy changes by $-\eta\langle|\partial V/\partial\mathbf b|^2\rangle$, which is negative, while the elastic cost is of order $\eta^2$. For small enough $\eta$ the energy falls, whatever the twist.

The size of the response at large $x$ follows from the condition that \eqref{total} be stationary,
\begin{equation}
-\frac{\mu}{2}\nabla^2\mathbf u-\frac{\lambda+\mu}{2}\nabla(\nabla\cdot\mathbf u)+\frac{\partial V}{\partial\mathbf b}=0 .
\label{euler}
\end{equation}
To first order in $\mathbf u$, the force is evaluated at the rigid offset. There $\alpha_j=\mathbf G_j\cdot(\theta\hat{\mathbf z}\times\mathbf r)=\mathbf g_j\cdot\mathbf r$ with $\mathbf g_j=-\theta\,\hat{\mathbf z}\times\mathbf G_j$, and
\begin{equation}
\frac{\partial V}{\partial\mathbf b}=-2V_1\sum_j\mathbf G_j\sin(\mathbf g_j\cdot\mathbf r).
\end{equation}
Try $\mathbf u=B\sum_j\mathbf G_j\sin(\mathbf g_j\cdot\mathbf r)$. Because $\mathbf g_j\perp\mathbf G_j$, its divergence vanishes and $\lambda$ drops out at this order. With $g_j^2=\theta^2G^2$, equation \eqref{euler} becomes $\frac12\mu\theta^2G^2B=2V_1$, so
\begin{equation}
\mathbf u=\frac{\kappa}{G^2}\sum_j\mathbf G_j\sin(\mathbf g_j\cdot\mathbf r),\qquad
\kappa=\frac{4V_1}{\mu\theta^2}=\frac{4}{x^2}.
\label{linear}
\end{equation}

Products of sines with different $\mathbf g_j$ average to zero, and each $\sin^2$ or $\cos^2$ averages to $1/2$. The leading changes in energy are
\begin{align}
\left\langle\frac{\partial V}{\partial\mathbf b}\cdot\mathbf u\right\rangle
&=-2V_1\,\frac{\kappa}{G^2}\,\frac{3G^2}{2}=-3\kappa V_1,\\
\frac{\mu}{4}\langle|\nabla\mathbf u|^2\rangle
&=\frac{\mu}{4}\,\theta^2G^2\,\frac{\kappa^2}{G^4}\,\frac{3G^2}{2}
=\frac38\mu\theta^2\kappa^2=\frac32\kappa V_1 .
\end{align}
The last step used $\mu\theta^2=4V_1/\kappa$. At leading order the stacking gain is twice the elastic cost, and
\begin{equation}
E\simeq-\frac32\kappa V_1=-\frac{6V_1}{x^2}.
\label{large}
\end{equation}
Setting total gain against total cost therefore yields no threshold.

The displacement also changes the local twist, $\theta_{\rm loc}=\theta+\frac12(\nabla\times\mathbf u)_z$. Each term of the curl contains $\mathbf g_j\times\mathbf G_j=-\theta(\hat{\mathbf z}\times\mathbf G_j)\times\mathbf G_j=\theta G^2\hat{\mathbf z}$, so
\begin{equation}
\theta_{\rm loc}=\theta\left[1+\frac{\kappa}{2}\sum_j\cos(\mathbf g_j\cdot\mathbf r)\right].
\label{twist}
\end{equation}
The sum is $-3/2$ at AB and BA and $3$ at AA. The favourable regions untwist to $\theta(1-3\kappa/4)$, while AA regions twist further, to $\theta(1+3\kappa/2)$. This response stops being small as $\kappa$ approaches one; nearly uniform domains appear only for $\kappa$ well above one.

\subsection{Energy of one domain wall}

At small twist the AB and BA regions have nearly uniform $\mathbf b$, and the change of offset is concentrated in walls. In the rigid pattern, a step $\Delta\mathbf r$ changes the offset by $\theta\hat{\mathbf z}\times\Delta\mathbf r$, which is perpendicular to the step. The step from an AB centre to a neighbouring BA centre crosses the wall at a right angle, so the offset changes parallel to the wall. Twist walls are shear walls.

Let $s$ be the coordinate across the wall and $t(s)$ the offset along the straight path from AB to BA, of length $a/\sqrt3$. The one strain component is $t'/2$, which enters $\varepsilon_{ij}\varepsilon_{ij}$ twice. Equation \eqref{elastic} gives the density $\mu t'^2/4$. With $W=V+3V_1$, the wall energy per length is
\begin{equation}
\int\!\left(\frac{\mu}{4}t'^2+W\right)ds
=\int\!\left(\frac{\sqrt\mu}{2}t'-\sqrt W\right)^2ds+\int\!\sqrt{\mu W}\,dt .
\label{complete}
\end{equation}
The last integral depends only on the end points. The minimum therefore has
\begin{equation}
t'=2\sqrt{W/\mu},\qquad \gamma=\int_{\rm AB}^{\rm BA}\sqrt{\mu W}\,dt ,
\label{profile}
\end{equation}
and its elastic and stacking densities are equal at each point.

Along the path the phases are $(\alpha,\alpha,-2\alpha)$, with $\alpha$ running from $2\pi/3$ to $4\pi/3$. Using $\cos2\alpha=2\cos^2\alpha-1$,
\begin{equation}
W=2V_1(2\cos\alpha+2\cos^2\alpha-1)+3V_1=4V_1\left(\cos\alpha+\tfrac12\right)^2 .
\label{barrier}
\end{equation}
The barrier, at $\alpha=\pi$, is $W=V_1$. A phase change of $2\pi/3$ corresponds to a length $a/\sqrt3$, so $dt=(\sqrt3a/2\pi)\,d\alpha$. On this interval $\cos\alpha\le-1/2$, and the positive root is $\sqrt W=-2\sqrt{V_1}(\cos\alpha+\frac12)$. Therefore
\begin{align}
\gamma&=-\frac{\sqrt3a}{\pi}\sqrt{\mu V_1}\left[\sin\alpha+\frac{\alpha}{2}\right]_{2\pi/3}^{4\pi/3}
=\frac{\sqrt3a}{\pi}\sqrt{\mu V_1}\left(\sqrt3-\frac{\pi}{3}\right)\nonumber\\
&=\left(\frac3\pi-\frac1{\sqrt3}\right)a\sqrt{\mu V_1}\simeq0.3776\,a\sqrt{\mu V_1}.
\label{tension}
\end{align}
Define the width $w$ as the total change of offset divided by its greatest slope, $2\sqrt{V_1/\mu}$:
\begin{equation}
w=\frac{a}{2\sqrt3}\sqrt{\frac{\mu}{V_1}} .
\label{width}
\end{equation}
The straight path was assumed here. A numerical minimization with both offset components free, started away from that path, returned to it and reproduced \eqref{tension} and \eqref{width} within the tested 1\%.

\subsection{The balance}

Six walls of length $L$ meet at each AA point and each wall joins two such points, so a moir\'e cell contains three walls. Equate the stacking gain of complete domains with the energy of these walls:
\begin{equation}
3V_1\,\frac{\sqrt3}{2}L_*^2=3\gamma L_*
\quad\Longrightarrow\quad L_*=\frac{2\gamma}{\sqrt3\,V_1}.
\label{balance}
\end{equation}
With $\theta_*=a/L_*$ and \eqref{tension},
\begin{equation}
\theta_*=C\sqrt{\frac{V_1}{\mu}},\qquad
C=\frac{\sqrt3/2}{3/\pi-1/\sqrt3}\simeq2.29 .
\label{result}
\end{equation}
In terms of the AA--AB energy difference $\Delta=9V_1$, this is $\theta_*=(C/3)\sqrt{\Delta/\mu}\simeq0.76\sqrt{\Delta/\mu}$. The gain grows as $L^2$ and the wall cost as $L$, which is why small twist favours domains.

The wall cost $\gamma$ already includes the stacking energy lost inside the walls; half of it is elastic. Moreover, \eqref{period} and \eqref{width} give $L_*/w=2\sqrt3/C\simeq1.5$. The walls overlap at $\theta_*$, so the picture of separate walls is being extrapolated to the edge of its range. The angle marks the onset region, not the appearance of finished domains.

There is a way to state \eqref{result} that avoids this extrapolation. At small twist, walls and their junctions give
\begin{equation}
\frac{E}{V_1}=-3+cx+nx^2,\qquad c=\frac{3\gamma L}{AV_1x}=\frac{3}{C}\simeq1.308 .
\label{small}
\end{equation}
The quadratic term arises because a junction has a size of order $w$ and an energy of order $V_1w^2\sim\mu a^2$, once per cell of area proportional to $a^2/\theta^2$. Thus $\theta_*$ is where the small-angle tangent to the relaxed energy reaches the rigid value, zero. Minimizing \eqref{total} on a periodic grid at two small angles gives $c=1.308$, without use of the wall formula, and $n=-0.147$. The negative sign means that a junction costs less than the wall lengths counted up to its centre.

Keeping $n$ does not refine the crossing; it removes it. A zero of \eqref{small} requires $c^2\ge12|n|$, but $c^2=1.71$ and $12|n|=1.77$. No physical conclusion follows from this narrow inequality, because the expansion is no longer controlled at such angles. The absence of a true threshold rests on the variational argument given earlier.

\subsection{Layers of unequal stiffness}

Suppose the layers have equal $a$ but shear moduli $\mu_1$ and $\mu_2$. In a wall with relative shear $t'$, let layer 1 take the part $p$. The elastic density $\frac12\mu_1p^2+\frac12\mu_2(t'-p)^2$ is least when $\mu_1p=\mu_2(t'-p)$, or $p=\mu_2t'/(\mu_1+\mu_2)$. Substitution gives
\begin{equation}
\frac12\,\frac{\mu_1\mu_2}{\mu_1+\mu_2}\,t'^2,
\qquad\text{so}\qquad
\mu\rightarrow\frac{2\mu_1\mu_2}{\mu_1+\mu_2}
\label{unequal}
\end{equation}
in \eqref{result}. If layer 2 is held rigid, $\mu_2\to\infty$ and $\mu\to2\mu_1$. The crossover angle is then lower by a factor $\sqrt2$ than for two free layers of modulus $\mu_1$.

\subsection{Worked example}

Take the round model parameters $a=0.25$ nm, $\mu=1000$ eV/nm$^2$, $\lambda=300$ eV/nm$^2$ and $V_1=0.04$ eV/nm$^2$. Then $\sqrt{V_1/\mu}=0.006325$, and
\begin{align}
\gamma&=0.3776\times0.25\times\sqrt{1000\times0.04}=0.597\ {\rm eV/nm},\\
w&=0.2887\times0.25/0.006325=11.4\ {\rm nm},\\
\theta_*&=2.294\times0.006325=0.0145\ {\rm rad}=0.83^\circ,\\
L_*&=0.25/0.01451=17.2\ {\rm nm}.
\end{align}
The cell area is 257.2 nm$^2$. Complete domains gain $3\times0.04\times257.2=30.9$ eV per cell, and the walls cost $3\times0.597\times17.23=30.9$ eV.

Full minimization of \eqref{total} shows what this angle means. At $\theta_*$ the stacking gain is $1.44V_1$, about half of the available $3V_1$. The elastic cost is $0.59V_1$, and the net energy is $-0.85V_1$, not zero. The local twist at AB is still 63\% of the imposed twist. Starts from the rigid structure and from a domain-like structure reach the same energy, so no competing state was found at this angle.

A second marker is the area on the AB/BA side of the saddle, where $V<-2V_1$. Its rigid value follows from the identity, valid for $\sum_j\alpha_j=0$,
\begin{equation}
1+\sum_j\cos\alpha_j=4\cos\frac{\alpha_1}{2}\cos\frac{\alpha_2}{2}\cos\frac{\alpha_3}{2}.
\label{area}
\end{equation}
To obtain it, write $1+\cos\alpha_3=2\cos^2(\alpha_3/2)$ and $\cos\alpha_1+\cos\alpha_2=2\cos(\alpha_3/2)\cos[(\alpha_1-\alpha_2)/2]$, take out the common factor, and add the remaining cosines. In the cell $|\alpha_1|,|\alpha_2|<\pi$ the product is negative where $|\alpha_1+\alpha_2|>\pi$. These are two corner triangles of area $\pi^2/2$ each, one quarter of the total $4\pi^2$. Relaxation raises this fraction from 0.25 to 0.51 at $\theta_*$, and it passes one half near $0.85^\circ$, within about 2\% of $\theta_*$. By \eqref{barrier} a straight wall has $W\le V_1$ throughout, so this marker counts the walls together with the domains; it measures the shrinking of the AA regions. The area within $0.1V_1$ of the AB/BA minimum grows only from 2\% to 5\% at $\theta_*$. The closeness to $\theta_*$ is a numerical finding, not a consequence of \eqref{balance}.

Uniform domains need a smaller twist. At $\theta_*/2=0.42^\circ$ the AB centre keeps 28\% of the imposed twist; at $\theta_*/4=0.21^\circ$ it keeps 3\%. There about 95\% of the cell has $V<-2V_1$, but this includes the walls, whose share is still $3wL/A\approx0.57$; only 46\% of the cell lies within $0.1V_1$ of the AB/BA minimum.

The elastic cost is largest at intermediate twist. Write the energy at fixed scaled displacement as $x^2K+S$, with elastic part $E_{\rm el}=x^2K$. At the minimum, the change of the displacement with $x$ does not contribute to first order, so
\begin{equation}
\frac{dE}{dx}=2xK=\frac{2E_{\rm el}}{x}.
\label{envelope}
\end{equation}
From \eqref{small}, $E_{\rm el}/V_1=cx/2+nx^2$, which vanishes as $x\to0$; from \eqref{large}, $E_{\rm el}/V_1=6/x^2$, which vanishes as $x\to\infty$. At $\theta_*/4$, where $x=0.573$, the first form gives $0.375-0.048=0.327$, as the minimization does. Low elastic energy alone thus does not show that a structure is nearly rigid.

\subsection{Choosing the structure}

At $4\theta_*$ the local twist differs from the imposed twist by 3.5\% at AB and, by \eqref{twist}, by about 7\% at AA. The rigid structure may serve if the wanted quantity is insensitive to local changes of that size, which has to be checked for each quantity. At $2\theta_*$, $\kappa=0.19$ and \eqref{large} gives $-0.285V_1$, against $-0.269V_1$ from minimization, so the displacement \eqref{linear} is a reasonable correction. At $\theta_*$ the same formula gives $-1.14V_1$ instead of $-0.85V_1$. Linear response is then no longer reliable, and full minimization is the safe choice there and below.

The value of $C$ belongs to the stacking energy \eqref{stack}; higher harmonics change the integral in \eqref{profile} and can also change the domain gain $3V_1$ used in \eqref{balance}. If AB and BA differ in energy, the two kinds of domain no longer share the area equally and \eqref{balance} must be rebuilt. A lattice mismatch or unequal strain of the layers adds a tensile part to the walls, and $\lambda$ then enters their energy. For pure twist its influence is slight: raising $\lambda/\mu$ from 0.3 to 3 changes the minimized energy at $\theta_*$ by about $3\times10^{-6}V_1$. The remaining values are in the numerical output.

\section*{Computed values}
\begin{verbatim}
lattice constant a = 0.25 nm
shear modulus mu = 1000 eV/nm^2
Lame coefficient lam = 300 eV/nm^2
stacking amplitude V1 = 0.040 eV/nm^2
AA minus AB stacking energy = 0.360 eV/nm^2
saddle minus AB stacking energy = 0.040 eV/nm^2
sqrt(V1/mu) = 0.006325 rad
scaled wall tension, formula = 0.37758 (no unit)
scaled wall tension, minimized wall = 0.37752 (no unit)
scaled wall width, formula = 0.28868 (no unit)
scaled wall width, minimized wall = 0.28855 (no unit)
elastic share of wall energy = 0.5002
wall tension gamma = 0.5970 eV/nm
wall width w = 11.41 nm
prefactor C, formula = 2.2936 (no unit)
prefactor C, from 2D energies = 2.2936 (no unit)
crossover twist theta* = 0.01451 rad
crossover twist theta* = 0.831 degree
moire period L* = 17.23 nm
L*/w = 1.510 (no unit)
moire cell area at theta* = 257.2 nm^2
domain stacking gain per cell = 30.87 eV
wall energy per cell = 30.87 eV
kappa at theta* = 0.7604 (no unit)
wall coefficient c, formula = 1.3080 (V1)
wall coefficient c, 2D energies = 1.3080 (V1)
junction coefficient n, 2D energies = -0.1473 (V1)
linear test: x = 20, kappa = 0.0100 (no unit)
linear test: net energy, 2D = -0.014962 V1
linear test: net energy, formula = -0.015000 V1
linear test: gain/cost = 2.0026 (no unit)
rigid domain-stacked area fraction = 0.250
Relaxed states; gain, cost, net, walls-only energy in V1:
th/th*  degree   gain    cost     net   walls  AB-twist/th  area
 4.00   3.325  0.1398  0.0694  -0.0704   9.000    0.9652     0.265
 2.00   1.662  0.5198  0.2508  -0.2690   3.000    0.8715     0.312
 1.00   0.831  1.4384  0.5851  -0.8533   0.000    0.6268     0.508
 0.50   0.416  2.2453  0.5501  -1.6952  -1.500    0.2752     0.824
 0.25   0.208  2.6250  0.3266  -2.2984  -2.250    0.0275     0.952
net energy at theta*/4, c and n expansion = -2.2984 V1
energy difference between two starts = 4.4e-16 V1
energy change at theta* for lam = 3 mu = 2.7e-06 V1
twist with half the cell domain-stacked = 0.84 degree
\end{verbatim}
